# Effective permittivity of a nanolaminate for a field normal to its layers, part 1

(Sections cited here and not found follow in the second part.)

## Layer fields, the harmonic mean and its weights

A capacitor calculation can replace a stack of many thin layers by one uniform film, and one must then decide which average permittivity to assign to that film. The choice fixes the predicted capacitance at a given total thickness, and it affects the composition chosen to reach a wanted capacitance. Take a laminate in which 40% of the thickness has relative permittivity 10 and 60% has relative permittivity 40. The arithmetic mean is 28.0. For a field normal to the layers the correct value is 18.2, so the arithmetic mean would overstate the capacitance by 54% relative to the correct value.

Let the film fill the gap between two flat metal electrodes at $z=0$ and $z=D$. It consists of $N$ flat layers, numbered from the bottom. Layer $i$ extends from $z_{i-1}$ to $z_i$ and has thickness $d_i=z_i-z_{i-1}$, so that $z_0=0$, $z_N=D$ and $\sum_i d_i=D$. Its thickness fraction is $f_i=d_i/D$. The relative permittivity $\varepsilon_i$ is a pure number, and $\varepsilon_0$ is the vacuum permittivity. SI units are used, with lengths in nanometres where convenient.

The bottom electrode carries the charge $Q$ per unit area and the top electrode carries $-Q$. For positive $Q$ the field points upward, along $+z$. The voltage is the potential of the bottom electrode minus that of the top one,

$$V=\phi(0)-\phi(D)=\int_0^D E_z\,dz .$$

The effective permittivity is defined by what a capacitance measurement sees. It is the permittivity of a uniform film of the same total thickness that has the same capacitance $C$ per electrode area $A$:

$$\frac{C}{A}=\frac{Q}{V}=\frac{\varepsilon_0\,\varepsilon_{\rm eff}}{D}. \tag{1}$$

The electrodes are taken to be ideal conductors, whose charge sits in a plane at the surface, and much wider than $D$, so that edge fields can be neglected. Each layer is laterally uniform. The field then depends on $z$ alone. In a quasi-static situation $\nabla\times\mathbf E=0$, and one component of this equation reads $\partial_zE_x-\partial_xE_z=0$. Since $E_z$ does not depend on $x$, the second term vanishes and $E_x$ is the same at every height. It is zero at the surface of a metal electrode, which is an equipotential, and so it is zero throughout. The same argument removes $E_y$. Only $E_z(z)$ remains.

Each layer is assumed to respond locally and linearly, with polarization

$$P_i=\varepsilon_0(\varepsilon_i-1)E_i . \tag{2}$$

This presumes that a layer is thick enough to have a permittivity of its own. A film of a few atomic planes may respond differently from the bulk material, and its $\varepsilon_i$ must then be the value that belongs to the thin film. If a layer is anisotropic, $\varepsilon_i$ means the $zz$ component of its permittivity tensor. The other components do not enter the normal displacement, because the lateral field is zero.

The layer fields can be found from Coulomb's law, without assuming anything about the displacement field. An infinite plane with surface charge density $\rho$ produces a field of magnitude $|\rho|/(2\varepsilon_0)$ on both sides, directed away from the plane if $\rho$ is positive. A layer with uniform polarization $P_i$ along $+z$ has bound charge $+P_i$ per area on its upper face and $-P_i$ on its lower face. At the interface between layers $i$ and $i+1$ the upper face of one meets the lower face of the other, which gives the bound charge

$$b_i=P_i-P_{i+1}. \tag{3}$$

At $z=0$ the total charge is $Q-P_1$, and at $z=D$ it is $-Q+P_N$. No other free charge is present for now.

Inside layer $i$, the planes below push the field upward and the planes above push it downward. Let $S_i$ be the total charge per area on all planes below. The whole arrangement is neutral, so the planes above carry $-S_i$, and

$$E_i=\frac{S_i-(-S_i)}{2\varepsilon_0}=\frac{S_i}{\varepsilon_0}.$$

The sum of the charges below telescopes:

$$S_i=Q-P_1+(P_1-P_2)+\dots+(P_{i-1}-P_i)=Q-P_i .$$

Every intermediate polarization cancels, and what remains is

$$\varepsilon_0E_i+P_i=Q . \tag{4}$$

The left-hand side is the electric displacement $\mathcal D_z$. It has the same value in every layer, namely the charge density of the bottom electrode. Gauss's law gives the same statement directly: without free charge inside the film $d\mathcal D_z/dz=0$, and a pillbox with one face in the field-free metal fixes the constant at $Q$. The Coulomb sum also shows the cause. The field changes from layer to layer because bound charge sits at the interfaces.

Inserting equation (2) into equation (4) gives $\varepsilon_0\varepsilon_iE_i=Q$, hence

$$E_i=\frac{Q}{\varepsilon_0\varepsilon_i}. \tag{5}$$

The field is largest in the layer of lowest permittivity. Since it is uniform within each layer, the voltage is a sum of products,

$$V=\sum_i d_iE_i=\frac{Q}{\varepsilon_0}\sum_i\frac{d_i}{\varepsilon_i}. \tag{6}$$

The definition (1), solved for the voltage, reads $V=QD/(\varepsilon_0\varepsilon_{\rm eff})$. Equating the two expressions and dividing by $QD/\varepsilon_0$ yields

$$\boxed{\frac{1}{\varepsilon_{\rm eff}}=\sum_i\frac{f_i}{\varepsilon_i}} \tag{7}$$

The effective permittivity is the thickness-weighted harmonic mean. This is the rule for capacitors in series: the quantities that add are $d_i/\varepsilon_i$.

The order of the layers has no influence on equation (7), because a sum does not depend on the order of its terms. The order does affect where the potential drops. At fixed thickness fractions it also makes no difference whether the materials are divided into few thick layers or many thin ones. If a measured permittivity changes with the bilayer period while the fractions stay fixed, at least one assumption made here has failed.

A numerical example uses round model parameters. Material A has $\varepsilon_A=10$ and grows by 0.10 nm per cycle; material B has $\varepsilon_B=40$ and grows by 0.05 nm per cycle. One supercycle consists of 20 cycles of A followed by 60 cycles of B, and there are four supercycles. The layers are

$$d_A=20\times0.10=2.0\ {\rm nm},\qquad d_B=60\times0.05=3.0\ {\rm nm},$$

and the total thickness is $D=4(2.0+3.0)=20$ nm. The fractions are $f_A=0.4$ and $f_B=0.6$, so that

$$\frac1{\varepsilon_{\rm eff}}=\frac{0.4}{10}+\frac{0.6}{40}=0.040+0.015=0.055,\qquad \varepsilon_{\rm eff}=18.18 .$$

The capacitance density is

$$\frac CA=\frac{8.854\times10^{-12}\times18.18}{20\times10^{-9}}\ {\rm F/m^2}=8.05\times10^{-3}\ {\rm F/m^2},$$

which is 8.05 fF/µm². At 1 V the plates carry 8.05 mC/m².

The mean field at 1 V is $1/20=0.050$ V/nm. Dividing equation (5) by $V/D=Q/(\varepsilon_0\varepsilon_{\rm eff})$ gives the local field relative to the mean,

$$\frac{E_i}{V/D}=\frac{\varepsilon_{\rm eff}}{\varepsilon_i}. \tag{8}$$

The field is therefore $1.818\times0.050=0.0909$ V/nm in A and $0.4545\times0.050=0.0227$ V/nm in B. The four A layers, 8 nm together, take 0.727 V, and the 12 nm of B take 0.273 V. Less than half of the thickness carries almost three quarters of the voltage. An assessment of breakdown must use the fields in the individual layers and not the mean field. The values found here apply as long as leakage has not charged the interfaces.

The bound charge follows from $P_i=Q-\varepsilon_0E_i=Q(1-1/\varepsilon_i)$. At an interface with A below and B above, equation (3) gives

$$b=Q\left(\frac1{\varepsilon_B}-\frac1{\varepsilon_A}\right)=8.05\,(0.025-0.100)\ {\rm mC/m^2}=-0.604\ {\rm mC/m^2}.$$

The negative sign is right: a negative plane lowers the upward field as one passes it from below, and the field does fall from 0.0909 to 0.0227 V/nm. Solving the coupled equations for fields and bound charges numerically, by explicit Coulomb sums over all planes, reproduces equation (7) for the alternating stack, for a stack with all A below all B, and for a shuffled order.

The voltage shares also measure sensitivity. If a single material's permittivity changes by $d\varepsilon_i$, with $f_i$ now the total fraction of that material, the differential of equation (7) is

$$-\frac{d\varepsilon_{\rm eff}}{\varepsilon_{\rm eff}^2}=-\frac{f_i\,d\varepsilon_i}{\varepsilon_i^2},
\qquad\text{so}\qquad
\frac{d\varepsilon_{\rm eff}}{\varepsilon_{\rm eff}}=\frac{f_i\varepsilon_{\rm eff}}{\varepsilon_i}\,\frac{d\varepsilon_i}{\varepsilon_i}. \tag{9}$$

By equation (8), the factor $f_i\varepsilon_{\rm eff}/\varepsilon_i$ is the share of the voltage that falls across the material. A small relative change in $\varepsilon_A$ passes into $\varepsilon_{\rm eff}$ with weight 0.73, and one in $\varepsilon_B$ with weight 0.27.

This limits what a better high-permittivity component can achieve. If $\varepsilon_B$ grows without limit, the second term of the sum vanishes and $\varepsilon_{\rm eff}$ approaches $\varepsilon_A/f_A=25$. At these fractions no B of positive permittivity passes that ceiling, as long as no free charge collects at the interfaces. When all permittivities are equal, $\sum_if_i=1$ returns the common value, as it must.

A high effective permittivity is not the same as a high capacitance. Combining equations (1) and (7) gives

$$\frac CA=\frac{\varepsilon_0}{\sum_i d_i/\varepsilon_i}.$$

Any added layer of positive permittivity increases the denominator and lowers the capacitance. Yet it raises $\varepsilon_{\rm eff}$ if its own permittivity exceeds the present $\varepsilon_{\rm eff}$, because it then brings down the thickness average of $1/\varepsilon$. A comparison of laminates should state whether the total thickness is held fixed.

The weights deserve the same care. In atomic layer deposition the controlled quantity is the number of cycles $n_i$. With a constant growth per cycle $g_i$, the thickness is $d_i=n_ig_i$, and for two materials

$$f_A=\frac{n_Ag_A}{n_Ag_A+n_Bg_B}.$$

This equals the cycle fraction $n_A/(n_A+n_B)$ when $g_A=g_B$. In the example the cycle fractions are 0.25 and 0.75, and a harmonic mean with these weights would be

$$\left(\frac{0.25}{10}+\frac{0.75}{40}\right)^{-1}=22.9,$$

which is 26% above the correct 18.18. If the growth per cycle varies, for instance just after a change of material, $d_i$ is the sum of the actual increments.

To choose a composition for a wanted $\varepsilon_{\rm eff}$, put $f_B=1-f_A$ into equation (7). Then $1/\varepsilon_{\rm eff}=1/\varepsilon_B+f_A(1/\varepsilon_A-1/\varepsilon_B)$, and

$$f_A=\frac{1/\varepsilon_{\rm eff}-1/\varepsilon_B}{1/\varepsilon_A-1/\varepsilon_B}.$$

For the example this returns $(0.055-0.025)/(0.100-0.025)=0.4$. The cycle ratio then follows from $n_A/n_B=(f_A/f_B)(g_B/g_A)$, here $(0.4/0.6)(0.05/0.10)=1/3$, in agreement with 20 and 60 cycles.

Interfaces may be intermixed. Suppose that each of $m$ internal interfaces is replaced by a layer of thickness $w$ and permittivity $\varepsilon_x$, which takes $w/2$ from each neighbour. The total thickness is unchanged, and equation (7) changes by

$$\Delta\!\left(\frac1{\varepsilon_{\rm eff}}\right)=\frac{mw}{D}\left[\frac1{\varepsilon_x}-\frac12\left(\frac1{\varepsilon_A}+\frac1{\varepsilon_B}\right)\right]. \tag{10}$$

Intermixing lowers the effective permittivity if $\varepsilon_x$ lies below the equal-weight harmonic mean of the two materials, which is 16 here, and raises it if $\varepsilon_x$ lies above. The effect grows with the number of interfaces, so it is one way in which the bilayer period can matter.

A continuously graded film is the limit of many thin layers. Equation (5) becomes $E_z(z)=Q/[\varepsilon_0\varepsilon(z)]$, and integration over the film gives

$$\frac1{\varepsilon_{\rm eff}}=\frac1D\int_0^D\frac{dz}{\varepsilon(z)}. \tag{11}$$

For the profile $\varepsilon=10+30(z/D)^2$, put $u=z/D$. An antiderivative of $1/(10+30u^2)$ is $\arctan(\sqrt3\,u)/\sqrt{300}$, and $\arctan\sqrt3=\pi/3$. Therefore $\varepsilon_{\rm eff}=3\sqrt{300}/\pi=16.54$.

For a field normal to flat layers with no free charge between them, the effective permittivity is the harmonic mean of the layer permittivities, weighted by thickness and not by cycle count. It remains to see what changes when the field runs along the layers, when the interfaces are rough, and when free charge is trapped in the film or collects there through leakage.
